Residual resistivity of plated copper from a two-temperature resistance ratio

**The problem**

A copper film, 1000 nm thick, has been plated on silicon. Its resistance is measured with four terminals at 295 K and again at 77 K, and the ratio is

r = R(295 K)/R(77 K) = 4.50.

The line width and the thickness are not known well enough to turn either resistance into a resistivity. For pure copper take the rough typical values Θ = 320 K for the effective transport Debye temperature and 1.70 μΩ cm for the phonon resistivity at 295 K. The reading r is a chosen value.

(a) Treat the current as a rigidly displaced Fermi sphere. Show that scattering by Debye phonons then gives the Bloch-Grüneisen resistivity

ρ_ph(T) = C (T/Θ)⁵ J₅(Θ/T),

J₅(x) = ∫₀ˣ t⁵ dt / [(eᵗ − 1)(1 − e⁻ᵗ)].

(b) Evaluate J₅ at both temperatures by series.

(c) Find ρ_ph(77 K). Would a law linear in T, or one in T⁵, have served?

(d) Find the residual resistivity ρ₀ of the deposit, and the range of r for which the method has a meaning.

(e) How far do errors in the data, and a failure of additivity, move the answer?

**Hints**

1. For (a), give the electrons a Fermi distribution displaced by a drift velocity v, and leave the phonons in equilibrium. Compare emission and absorption of one phonon, then add up the momentum lost.

2. For (b), the denominator is 4 sinh²(t/2). Expand it in powers of t for the warm case. For the cold case, expand its reciprocal in powers of e⁻ᵗ.

3. For (c), the value at 295 K fixes C. Ask whether ρ_ph/T rises or falls on cooling.

4. For (d), assume Matthiessen's rule, ρ = ρ₀ + ρ_ph(T), with ρ₀ independent of temperature. The geometry cancels from the ratio, but the phonons at 77 K do not.

5. For (e), differentiate the result of (d). For additivity, let two groups of electrons conduct in parallel.

**Solution**

(a) The phonon resistivity

Let the electrons have energy ε = ħ²k²/2m and the distribution

f(k) = F(ε − ħk·v), F(ε) = 1/[e^((ε−μ)/k_BT) + 1].

This rigidly displaced sphere is a trial form, not the exact solution of the Boltzmann equation. For the same scattering and Θ = 320 K, letting the displacement depend on energy lowers ρ_ph by about 7 % at 77 K, but by only about 0.2 % at 295 K. We also keep normal processes alone, in which electron and phonon wavevectors balance without a reciprocal lattice vector. The phonons are assumed to be held in equilibrium by other processes. If they drifted along with the electrons at the same velocity, the drag computed here would vanish.

A phonon of wavevector q has energy ħω = ħsq, with s the sound speed, and occupation N = 1/(e^(ħω/k_BT) − 1). It is emitted when an electron goes from k + q to k, and absorbed in the reverse process. Write f for the occupation at k and f′ for that at k + q. The net emission rate is

W_q = (2π/ħ)|M_q|² · 2Σ_k [(N+1)f′(1−f) − N f(1−f′)] δ(ε′ − ε − ħω),

where the 2 counts spin. For a Fermi function, f/(1−f) is the exponential of minus its argument. Dividing this ratio at k + q by that at k, with ε′ − ε = ħω, gives

f′(1−f) = f(1−f′) e^(−(ħω − ħq·v)/k_BT).

Since (N+1)e^(−ħω/k_BT) = N, the bracket becomes

N f(1−f′)[e^(ħq·v/k_BT) − 1] ≈ N f(1−f′) ħq·v/k_BT.

The last factor is already of first order in v, so f and f′ may now be taken without drift.

The sum over k, at fixed q, is an integral over k and over the angle θ between k and q. The energy difference is ε′ − ε = ħ²(2kq cos θ + q²)/2m, whose derivative with respect to cos θ is ħ²kq/m. The delta function therefore contributes m/(ħ²kq), and

2Σ_k δ(…) → (V/2π²) ∫ k² dk · m/(ħ²kq) = [V m²/(2π²ħ⁴q)] ∫ dε,

because k dk = m dε/ħ². The angle exists near the Fermi surface if q is below about 2k_F. With one electron per atom, the Debye sphere gives q_D³ = 6π²n and the Fermi sphere k_F³ = 3π²n, so q_D = 2^(1/3) k_F ≈ 1.26 k_F, and the condition holds.

The remaining energy integral follows from an identity. With a = ħω,

F(ε)[1 − F(ε+a)] = (N+1)[F(ε) − F(ε+a)],

as is seen by putting both sides over a common denominator. The difference of two Fermi steps displaced by a has area a, so the integral is ħω(N+1). Hence

W_q = (2π/ħ)|M_q|² [V m²/(2π²ħ⁴q)] ħω N(N+1) ħq·v/k_BT.

Each net emission removes momentum ħq. Its component along v, multiplied by q·v, averages over directions to ħq²v/3. For a deformation potential |M_q|² is proportional to q: the squared strain carries q², and the squared zero-point amplitude carries 1/ω. The momentum lost per unit time and volume is then

P ∝ (v/T) ∫₀^(q_D) q² · q · (1/q) · q · q² N(N+1) dq.

The factors come from phonon states, coupling, electron phase space, phonon energy and the two projections of q. Together they make q⁵. Now put t = ħsq/k_BT. Then q⁵dq supplies T⁶, the upper limit becomes Θ/T with k_BΘ = ħsq_D, and N(N+1) = 1/[(eᵗ−1)(1−e⁻ᵗ)]. Therefore P ∝ v T⁵ J₅(Θ/T).

In a steady current the field supplies the lost momentum, so neE = P in magnitude. With j = nev,

ρ_ph = E/j = P/(n²e²v) = C (T/Θ)⁵ J₅(Θ/T).

The law was tested against a direct numerical sum over electron states, with the displaced distributions kept in full and v = 0.002s. At both temperatures of the problem the relative difference in drag was at most 1.1 × 10⁻⁶. This tests the balance of emission and absorption, the energy integral and the linearization. The phase-space factor 1/q, the spectrum and the coupling were put into the sum as given, so they are not tested.

(b) The two integrals

The upper limits are

x_w = 320/295 = 1.0847, x_c = 320/77 = 4.1558.

For the warm case, multiplying out gives

(eᵗ−1)(1−e⁻ᵗ) = eᵗ + e⁻ᵗ − 2 = t²(1 + t²/12 + t⁴/360 + …).

Its reciprocal is t⁻²(1 − t²/12 + t⁴/240 − …), where 1/240 = 1/144 − 1/360. Multiplying by t⁵ and integrating term by term,

J₅(x) = x⁴/4 − x⁶/72 + x⁸/1920 − …

J₅(x_w) ≈ 0.34614 − 0.02263 + 0.00100 = 0.32451.

Direct quadrature gives 0.32448. The first term by itself would be about 7 % too large.

For the cold case use

1/[(eᵗ−1)(1−e⁻ᵗ)] = e⁻ᵗ/(1−e⁻ᵗ)² = Σ_{k≥1} k e^(−kt).

In the k-th term put u = kt. The powers of k combine to k⁻⁵, and repeated integration by parts gives

∫₀ˣ k t⁵ e^(−kt) dt = (120/k⁵)[1 − e^(−kx) Σ_{m=0}^{5} (kx)^m/m!].

The leading parts sum to 120 ζ(5) = 124.4313, where ζ(5) = Σ 1/k⁵. This is J₅(∞). The parts to be subtracted fall quickly with k:

J₅(x_c) ≈ 124.4313 − 91.2388 − 0.6162 − 0.0075 = 32.569.

Quadrature agrees to the digits shown. The integral has reached about 26 % of its limiting value, so 77 K is not yet a low temperature for copper's phonons.

(c) The phonon resistivity at 77 K

The warm value fixes the prefactor. With (295/320)⁵ = 0.665825,

C = 1.70/(0.665825 × 0.32448) = 7.869 μΩ cm.

With (77/320)⁵ = 8.0668 × 10⁻⁴,

ρ_ph(77 K) = 7.869 × 8.0668 × 10⁻⁴ × 32.569 = 0.2067 μΩ cm.

This is 12.2 % of the value at 295 K, while the absolute temperature has fallen to 26 %.

The two limiting laws come from the same formula. For T ≫ Θ, J₅ tends to x⁴/4 and ρ_ph to (C/4)(T/Θ). For T ≪ Θ, J₅ tends to 124.43 and ρ_ph varies as T⁵. Scaling the 295 K value linearly gives 0.444 μΩ cm at 77 K. Keeping C and using the T⁵ limit gives 0.790 μΩ cm.

Both are too large, for different reasons. (Scaling the 295 K value itself as T⁵ would err the other way, giving only 0.002 μΩ cm, because the T⁵ law does not hold at 295 K.) The formula can be written

ρ_ph/T = (C/Θ) J₅(x)/x⁴.

Here J₅(x)/x⁴ is one quarter of the average of t²/[4 sinh²(t/2)] over 0 < t < x, taken with weight t³. That function falls as t grows, so the average falls as x grows: cooling reduces ρ_ph faster than in proportion to T. The T⁵ law errs because it replaces the integral up to x by the integral up to infinity, and the integrand is positive.

(d) The residual resistivity

Write w = ρ_ph(295 K) and c = ρ_ph(77 K). If the length and cross-section are the same at both temperatures,

r = (ρ₀ + w)/(ρ₀ + c).

Multiply out, r ρ₀ + r c = ρ₀ + w, and collect ρ₀:

ρ₀ = (w − r c)/(r − 1).

With the numbers,

ρ₀ = (1.70 − 4.50 × 0.2067)/3.50 = 0.220 μΩ cm = 2.20 nΩ m.

The deposit's resistivity is therefore 0.427 μΩ cm at 77 K and 1.920 μΩ cm at 295 K. Their quotient returns r = 4.50. At 77 K phonons and defects contribute nearly equally.

Since w > c, a positive and finite ρ₀ requires

1 < r < w/c = 8.22.

At the upper end the deposit is as pure as the reference copper. At the lower end defects dominate at both temperatures. A reading above 8.22 would mean that the reading itself, the reference values, the temperatures or the assumptions are in error. The linear and T⁵ estimates of c fail in just this way: at r = 4.50 they give ρ₀ = −0.085 and −0.530 μΩ cm.

The ratio r is not the residual resistance ratio, which compares the warm resistivity with ρ₀ itself. Within this model that ratio is 1.920/0.220 = 8.73. Treating 77 K as if phonons were absent means setting c = 0, which would give ρ₀ = w/(r − 1) = 1.70/3.50 = 0.486 μΩ cm, more than twice the value found here.

(e) Errors and additivity

Differentiate ρ₀ with respect to r by the quotient rule:

∂ρ₀/∂r = [−c(r−1) − (w−rc)]/(r−1)² = −(w−c)/(r−1)² = −0.122 μΩ cm.

At fixed w and r,

∂ρ₀/∂c = −r/(r−1) = −1.286.

A 1 % increase in r lowers ρ₀ by 0.0054 μΩ cm, or 2.5 % of ρ₀. The first slope grows without limit as r approaches 1, so a very impure deposit is badly served by the method. Near r = w/c the slopes stay finite but ρ₀ vanishes, so the relative error grows there too.

The other data are varied one at a time, with r held at 4.50. When Θ changes, w is held at 1.70 μΩ cm.

- Θ lower or higher by 10 K: ρ₀ shifts by −0.011 or +0.011 μΩ cm.
- True cold temperature higher by 0.5 K: −0.004 μΩ cm.
- Warm phonon resistivity higher by 0.02 μΩ cm: +0.003 μΩ cm.

The last shift is simple to understand. At fixed Θ and T, c is proportional to w, so ρ₀ is proportional to w as well.

Additivity needs separate thought. Suppose that two equally large groups of electrons conduct in parallel, with phonon contributions A(1+a) and A(1−a) and the same defect contribution ρ₀. Then

1/ρ = ½{1/[A(1+a)+ρ₀] + 1/[A(1−a)+ρ₀]}.

With S = A + ρ₀, the two denominators are S + aA and S − aA, so

ρ = (S² − a²A²)/S = S − a²A²/S.

Without defects this is A(1−a²), which must equal ρ_ph. The excess over Matthiessen's rule is therefore

ρ − ρ_ph − ρ₀ = a²A − a²A²/S = a²Aρ₀/(A+ρ₀).

It is positive, and vanishes when either kind of scattering is absent. For an illustrative a = 0.3 and the ρ₀ found in (d), it is 0.010 μΩ cm at 77 K. Solving the ratio equation again, with the same a at both temperatures, lowers ρ₀ by 0.008 μΩ cm.

**Variation 1: how much of the residue comes from the surfaces?**

Suppose that both faces of the film scatter diffusely. How large is their share, and does it spoil the inference?

Let λ be the mean free path inside the film, d the thickness, and u the magnitude of the direction cosine along the film normal. For electrons leaving the face z = 0, let g be their response to the field, divided by its bulk value. It obeys

uλ dg/dz + g = 1, g(0) = 0,

so g = 1 − e^(−z/uλ). Average this over the thickness and write κ = d/λ. The current along the film carries the angular weight 1 − u², whose integral from 0 to 1 is 2/3. Hence

σ_film/σ = (3/2) ∫₀¹ (1−u²)[1 − (u/κ)(1 − e^(−κ/u))] du.

The other face gives the same result by symmetry. For a thick film the exponential drops out. Since ∫₀¹ u(1−u²)du = 1/4,

σ_film/σ ≈ 1 − 3/(8κ), ρ_film ≈ ρ + (3/8)ρλ/d.

For free electrons ρ = m/(ne²τ) and λ = ħk_Fτ/m, so ρλ = ħk_F/(ne²) does not depend on the scattering time. With four atoms in a cubic cell of edge 0.361 nm, and one electron per atom, it is 65.7 μΩ cm nm. The leading surface term is then

(3/8) × 65.7/1000 = 0.025 μΩ cm,

the same at every temperature. To this order it is simply part of ρ₀.

The full integral, with the bulk residue adjusted so that r stays at 4.50, gives a surface part of 0.028 μΩ cm in the limit of no phonons. The film's total residual resistivity then lies 0.0013 μΩ cm above the value from (d). The inference survives, but its meaning is now plain: ρ₀ includes the surfaces. About one eighth of it would be theirs if they were fully diffuse, and the ratio r cannot tell them from grain boundaries or impurities.

**Variation 2: what does cooling on silicon do?**

Let the film be free of stress at 295 K and remain elastic while the silicon fixes its in-plane size. Does the resulting stress matter?

Take rough mean expansion coefficients of 14 and 1 ppm/K for copper and silicon. Over the 218 K of cooling, the copper is stretched relative to its free size by

e = (14 − 1) × 10⁻⁶ × 218 = 0.283 %.

Take Young's modulus Y = 120 GPa and Poisson's ratio ν = 0.34. With no stress on the top face, the in-plane stress is Ye/(1−ν) = 515 MPa, and the elastic strain through the thickness is −2νe/(1−ν). Adding the free contraction, the film thins by

14 × 10⁻⁶ × 218 + 2νe/(1−ν) = 0.597 %.

Length and width change by the same factor, so their quotient is unchanged and the thinning raises R(77 K) by that fraction.

The elastic change of volume is

2e − 2νe/(1−ν) = 2e(1−2ν)/(1−ν) = +0.275 %.

A larger volume softens the phonons. In part (a), the coupling gives a factor 1/s, the phonon energy s, and the change of variable s⁻⁶. With the other constants fixed, ρ_ph ∝ Θ⁻⁶T⁵J₅(Θ/T). For a Grüneisen parameter of 2, meaning Θ ∝ V⁻², this gives d ln ρ_ph/d ln V = 6.88 at 77 K. Relative to free copper at 77 K, the phonon part therefore rises by 6.88 × 0.275 % = 1.9 %. This slope belongs to the model. The same law gives 4.3 at 295 K, while pressure measurements on copper give roughly 3 there, so the volume effects estimated in this section are probably somewhat too large.

Both effects raise the cold resistance and so lower r for a given ρ₀. At the measured r, allowing for them lowers ρ₀ by 0.008 μΩ cm, or about 4 %.

This compares the held film with free copper at the same temperature. Free copper also shrinks on cooling, by about 0.91 % in volume, and the constant Θ of part (c) leaves this out. If 320 K is the value at 295 K, the same Grüneisen law raises Θ to about 326 K at 77 K. That lowers ρ_ph(77 K) to 0.194 μΩ cm and raises ρ₀ by about 0.016 μΩ cm, twice the stress shift and of opposite sign. A measured ρ_ph(77 K) of free copper already contains this effect.

A stress of 515 MPa is high enough that a real copper film may yield. Plastic flow would reduce the dilation, change the thinning and create defects, so this shift is an elastic estimate and not a bound. The estimate also treats copper as elastically isotropic. With typical cubic elastic constants the same mismatch gives about 325 MPa in a film of (100) grains and 740 MPa in one of (111) grains, while the shift in ρ₀ stays between about −0.007 and −0.009 μΩ cm.

**The result beside a real deposit**

Annealed plated copper films about a micrometre thick have resistivities of very roughly 1.8 to 2 μΩ cm at room temperature, so the example lies in the usual regime. Real copper departs from the model in its non-spherical Fermi surface, its umklapp scattering and its true phonon spectrum. A Θ fitted to measured resistivities of pure copper would absorb part of this, but the value used here is only a rough one. A measured ρ_ph(77 K) is preferable where available, since an error of 5 % in it moves ρ₀ by about 6 %. If Θ is lower by 10 K, the shifts from Θ, stress and unequal electron groups are all negative and add to about −0.027 μΩ cm, or 12 % of ρ₀. The free contraction of copper, left out of the constant Θ, acts the other way, by about +0.016 μΩ cm. The energy-dependent displacement mentioned in part (a), with Θ unchanged and the 295 K value again set to 1.70 μΩ cm, would also raise ρ₀, by roughly 0.015 μΩ cm. That figure treats phonon and defect scattering together. Simply lowering ρ_ph(77 K) by 7 % and adding ρ₀ would give 0.019 μΩ cm, but the defects flatten the energy dependence of the displacement, which is itself a small departure from Matthiessen's rule. The change of 10 K in Θ is an illustration, not a bound. The deposit's residual resistivity is thus about 0.22 μΩ cm, with the second decimal uncertain. A conducting seed or barrier layer in parallel has not been included, and the silicon is assumed to carry no current. That is safe for an insulated film or a lightly doped wafer, but not for a heavily doped one in contact with the film: 0.5 mm of silicon at 0.01 Ω cm, conducting in parallel over the same length and width at both temperatures, would make the inferred ρ₀ too high by about 0.04 μΩ cm. Fresh deposits can also recrystallize at room temperature, so both resistances must belong to the same state of the film. The numerical output gives the main values with more digits.

Table of computed values

```
Theta = 320 K; temperatures 77, 295 K
anchor rho_ph(295 K) = 1.70 microohm cm
measured ratio r = 4.50
x at 77 K = 4.1558; x at 295 K = 1.0847
295 K series terms = 0.34614, -0.02263, 0.00100
J5 at 295 K: series 0.32451, quadrature 0.32448
120 zeta(5) = 124.4313
77 K subtracted terms = 91.2388, 0.6162, 0.0075
J5 at 77 K: series 32.5688, quadrature 32.5687
(T/Theta)^5 at 77 K = 8.066845e-04
(T/Theta)^5 at 295 K = 0.665825
largest drag-test relative error = 1.1e-06
prefactor C = 7.8688 microohm cm
rho_ph(77 K) = 0.2067 microohm cm
rho_ph(77 K)/rho_ph(295 K) = 0.1216
upper limit of r = 8.223
rho_ph(77 K) by linear law = 0.4437 microohm cm
rho_ph(77 K) by T^5 law = 0.7898 microohm cm
rho0 by linear law = -0.0848 microohm cm
rho0 by T^5 law = -0.5298 microohm cm
INFERRED rho0 = 0.2199 microohm cm = 2.199 nanoohm m
deposit rho(77 K) = 0.4266 microohm cm
deposit rho(295 K) = 1.9199 microohm cm
rho(295 K)/rho0 = 8.730
d rho0/dr = -0.1219 microohm cm
d rho0/d rho_ph(77 K) = -1.2857
shift, Theta -10 K = -0.0111 microohm cm
shift, Theta +10 K = +0.0108 microohm cm
shift, cold bath +0.5 K = -0.0042 microohm cm
shift, anchor +0.02 microohm cm = +0.0026 microohm cm
shift, r +1 percent = -0.0054 microohm cm
film thickness = 1000 nm
copper lattice constant = 0.361 nm
rho times mean free path = 65.73 microohm cm nm
mean free path at 77 K = 154.1 nm
surface part of film residual = 0.0279 microohm cm
shift, diffuse surfaces = +0.0013 microohm cm
two-group anisotropy a = 0.3
two-group excess at 77 K = 0.0101 microohm cm
shift, two groups = -0.0078 microohm cm
mean expansion Cu, Si = 14, 1 ppm/K
Poisson ratio 0.34; Young modulus 120 GPa
Gruneisen parameter = 2.0
elastic mismatch strain = 0.283 percent
elastic film stress at 77 K = 515 MPa
thickness contraction = 0.597 percent
elastic volume dilation = 0.275 percent
d ln rho_ph/d ln V at 77 K = 6.88
shift, cooling on silicon = -0.0083 microohm cm
```
